# Why blocking cation transport slows alumina growth only so far

An alumina scale in which cations supply four fifths of the growth capacity reaches 5.48 µm in 100 h. If every cation path is blocked from the start, it still reaches 2.45 µm. The growth constant has fallen by a factor of 5, the thickness by 2.24. Blocking 99% of the cation transport already gives a factor of 4.81 in the growth constant, so the last 1% gains little. These numbers follow from a model in which two ions share one driving force.

## Two ions, one drive

Take a dense, adherent Al$_2$O$_3$ scale on an alloy. Let $x$ run from the metal at $x=0$ to the gas at $x=X$. Aluminium ions move outward and oxygen ions inward, mainly along grain boundaries. The conductivities $\sigma_{\rm Al}$, $\sigma_{\rm O}$ and $\sigma_e$ are averages over the whole cross-section, so they include the small area fraction of the boundaries.

Let $\mu_{\rm O}$ and $\mu_{\rm Al}$ be chemical potentials per neutral atom, $\eta_e$ the electrochemical potential of electrons, and $q>0$ the elementary charge. Adding two electrons to an oxygen atom, or removing three from an aluminium atom, gives the ionic potentials

$$
\eta_{\rm O}=\mu_{\rm O}+2\eta_e,\qquad
\eta_{\rm Al}=\mu_{\rm Al}-3\eta_e .
$$

A species of charge $zq$ carries the current density $-(\sigma/zq)\,\eta'$, where a prime means $d/dx$. Local equilibrium with stoichiometric oxide keeps $2\mu_{\rm Al}+3\mu_{\rm O}$ constant, so $\mu_{\rm Al}'=-\tfrac32\mu_{\rm O}'$. For oxygen, $z=-2$, and for aluminium, $z=3$:

$$
i_{\rm O}=\frac{\sigma_{\rm O}}{2q}(\mu_{\rm O}'+2\eta_e')
=\frac{\sigma_{\rm O}}{q}\left(\frac{\mu_{\rm O}'}2+\eta_e'\right),
$$

$$
i_{\rm Al}=-\frac{\sigma_{\rm Al}}{3q}\left(-\frac32\mu_{\rm O}'-3\eta_e'\right)
=\frac{\sigma_{\rm Al}}{q}\left(\frac{\mu_{\rm O}'}2+\eta_e'\right).
$$

The brackets are identical. The ions move in opposite directions, but their opposite charges make both currents positive outward. They therefore conduct in parallel.

The electrons, with $z=-1$, carry $i_e=(\sigma_e/q)\eta_e'$. No external circuit is connected, so the total current vanishes. With $\sigma_i=\sigma_{\rm Al}+\sigma_{\rm O}$,

$$
\sigma_i\left(\frac{\mu_{\rm O}'}2+\eta_e'\right)+\sigma_e\eta_e'=0
\quad\Rightarrow\quad
\eta_e'=-\frac{\sigma_i}{\sigma_i+\sigma_e}\frac{\mu_{\rm O}'}2 .
$$

Putting this into the summed ionic current gives

$$
i_i=\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\frac{\mu_{\rm O}'}{2q}.
$$

The ions are in parallel with each other and in series with the electrons.

## From current to growth constant

Each oxygen atom built into the oxide corresponds to a transported charge $2q$. An arriving aluminium ion carries $3q$ and binds $3/2$ oxygen atoms, which is the same charge per oxygen. If $n_{\rm O}$ is the number of oxygen atoms per volume of oxide, then

$$
\frac{dX}{dt}=\frac{i_i}{2qn_{\rm O}} .
$$

Here $X$ measures the amount of oxide per area. The sum $i_i$ is uniform through the scale: oxide formed or removed inside it contains no net ionic charge, and charge storage in the few point defects is neglected. The separate currents $i_{\rm Al}$ and $i_{\rm O}$ need not be uniform, provided the boundaries can create or remove oxide locally.

Define $u$ as $\mu_{\rm O}/kT$ measured from its value at the metal, and

$$
(a,o,e)=\frac{kT}{4q^2n_{\rm O}}(\sigma_{\rm Al},\sigma_{\rm O},\sigma_e).
$$

Substituting $\mu_{\rm O}'=kT\,u'$ and integrating the uniform growth rate across the scale gives

$$
X\frac{dX}{dt}=K,\qquad
K=\int_0^U\frac{(a+o)e}{a+o+e}\,du,\qquad
U=\frac12\ln\frac{p_{\rm gas}}{p_{\rm metal}} .
$$

The factor $1/2$ in $U$ appears because an O$_2$ molecule contains two atoms. These coefficients are diffusivities in disguise. For uncorrelated motion, $\sigma_{\rm O}=4q^2n_{\rm O}D_{\rm O}/kT$, so $o=D_{\rm O}$. For aluminium, $\sigma_{\rm Al}=9q^2n_{\rm Al}D_{\rm Al}/kT$ and $n_{\rm Al}=\tfrac23n_{\rm O}$, so $a=\tfrac94\cdot\tfrac23D_{\rm Al}=\tfrac32D_{\rm Al}$.

When electrons are fast, $e\gg a+o$, the fraction in the integral reduces to $a+o$. Let segregants multiply $a$ by a factor $b$ between 0 and 1, while the oxygen path, end pressures, temperature and grain size are held fixed. Then

$$
K(b)=bK_{\rm Al}+K_{\rm O},\qquad
K_{\rm Al}=\int_0^Ua\,du,\quad K_{\rm O}=\int_0^Uo\,du .
$$

The reduction in the growth constant is

$$
\frac{K(1)}{K(b)}=\frac{K_{\rm Al}+K_{\rm O}}{bK_{\rm Al}+K_{\rm O}}
\le 1+\frac{K_{\rm Al}}{K_{\rm O}}=\frac1{f_{\rm O}},\qquad
f_{\rm O}=\frac{K_{\rm O}}{K_{\rm Al}+K_{\rm O}} .
$$

The limit is reached at $b=0$. Half of it is reached when $bK_{\rm Al}=K_{\rm O}$, because the two remaining contributions are then equal. Once $b$ is well below $K_{\rm O}/K_{\rm Al}$, further cation blocking acts on a minor part of the growth.

## Reading the example

At 1473 K, with oxygen pressures of 0.2 bar in the gas and $10^{-26}$ bar at the metal, $U=29.1$, or 3.70 eV per oxygen atom. The chosen constants are $K_{\rm Al}=0.12$ and $K_{\rm O}=0.03$ µm$^2$/h. Hence

$$
K(1)=0.15\ \text{µm}^2/\text{h},\qquad f_{\rm O}=0.03/0.15=0.20,\qquad 1/f_{\rm O}=5 .
$$

With negligible initial oxide, integration of $X\,dX=K\,dt$ gives $X=\sqrt{2Kt}$. After 100 h,

$$
X(1)=\sqrt{2(0.15)(100)}=5.48\ \text{µm},\qquad
X(0)=\sqrt{2(0.03)(100)}=2.45\ \text{µm}.
$$

The thickness ratio is $\sqrt5=2.24$. The time to reach a given thickness, in contrast, is proportional to $1/K$ and lengthens fivefold.

The square root also reflects a change in the oxygen supply. Suppose first that $a$ and $o$ are uniform. Oxygen then supplies oxide at the rate $K_{\rm O}/X$, and

$$
X_{\rm O}=\int_0^t\frac{K_{\rm O}}{\sqrt{2Kt'}}\,dt'
=K_{\rm O}\sqrt{\frac{2t}{K}} .
$$

Without blocking, $X_{\rm O}=1.10$ µm, and cations supply the other 4.38 µm. With full blocking, $X_{\rm O}=2.45$ µm. Removing 4.38 µm of cation-supplied oxide thus saves only 3.03 µm. The treated scale is thinner at each time, its potential gradient is steeper, and more oxygen enters. The remaining oxygen transport is not frozen at its untreated rate.

## How segregants can block a boundary

The factor $b$ needs a mechanism. As a model, let cations hop on a square lattice of boundary sites, and let immobile segregants block a fraction $\theta$ of them at random. Oxygen uses other sites and is unaffected. Assume also that oxide forms or dissolves only over distances much longer than the detours around blocked sites. The two ionic currents then stay separate during a detour, and local equilibrium applies to potentials averaged over many sites. Steady hopping is then equivalent to current in a network of unit resistors.

Apply an average potential $V=-x$, with $x$ now counted in lattice steps along the boundary, and remove the site at the origin. The same outer currents arise in a perfect lattice if a source $s$ is placed at $(1,0)$ and $-s$ at $(-1,0)$. By antisymmetry the origin and the sites $(0,\pm1)$ have zero potential, so no current flows between them. The source at $(1,0)$ must supply the current that this site sends to the fictitious origin, which requires $s=V(1,0)$.

Let $G$ be the potential caused by a unit source in the perfect lattice. Its additive constant cancels in

$$
V(1,0)=-1+s\,[G(0,0)-G(2,0)] .
$$

The Fourier solution for the difference is

$$
G(0,0)-G(2,0)=\frac1{4\pi^2}\int_{-\pi}^{\pi}\!\!\int_{-\pi}^{\pi}
\frac{1-\cos2k}{4-2\cos k-2\cos h}\,dh\,dk .
$$

For $A=4-2\cos k$, the $h$ integral divided by $2\pi$ is $1/\sqrt{A^2-4}$. Put $c=\cos k$. Then $A^2-4=4(1-c)(3-c)$ and $1-\cos2k=2(1-c)(1+c)$. Using $|dk|=dc/\sqrt{(1-c)(1+c)}$ and then $c=1+v$,

$$
G(0,0)-G(2,0)=\frac1\pi\int_{-1}^{1}\sqrt{\frac{1+c}{3-c}}\,dc
=\frac1\pi\int_{-2}^{0}\frac{2+v}{\sqrt{4-v^2}}\,dv .
$$

The last integral is $[2\arcsin(v/2)-\sqrt{4-v^2}]_{-2}^{0}=\pi-2$, so the difference is $1-2/\pi$. The condition on $s$ becomes

$$
s=-1+s\left(1-\frac2\pi\right)\quad\Rightarrow\quad s=-\frac\pi2 .
$$

Between two electrodes a length $L$ apart, a unit current injected at distance $x$ from the left electrode sends the fraction $x/L$ to the right one. The source pair, two steps apart, therefore changes the transmitted current by $2s/L=-\pi/L$. The original current through $W$ rows is $W$. The relative change is $-\pi/(LW)$, and $1/(LW)$ is the blocked fraction. At leading order in coverage,

$$
b=1-\pi\theta .
$$

A blocked site costs about three times its share of the area. It cuts two bonds along the field, which costs $2\theta$ even if the potential stays linear, and the rearranged current around it adds the remaining $(\pi-2)\theta$. Solving a $41\times41$ network with one blocked site gives a slope of 3.139, close to $\pi$.

At larger coverage the disturbances overlap. For $\theta=0.20$ the linear law gives 0.37, while random $50\times50$ networks give $b=0.433\pm0.004$, the uncertainty being the standard error of 12 samples. Then

$$
K=0.433(0.12)+0.03=0.082\ \text{µm}^2/\text{h},
$$

a reduction by 1.83. At $\theta=0.30$ the reduction is 2.81. These small networks with electrodes overestimate $b$ by about 0.01, more than the sampling error: periodic $150\times150$ networks give $b=0.423$ and 0.186, or reductions of about 1.86 and 2.87. At $\theta=0.60$ the cation transmission is zero to three decimals: current needs a connected path of open sites, and such paths are lost well before every site is filled. The reduction is then 5.00, set by oxygen. These reductions depend on the separation of the two currents. If oxide could form and dissolve at every site, current could pass from one ion to the other beside a blocked site, and partial coverage would slow growth less. The limit with all cation sites blocked would remain 5.

## Why an interface measurement can mislead

The share $f_{\rm O}$ is an integral over the scale. It equals the local oxygen share everywhere if $a/o$ is uniform, but point-defect chemistry can make that ratio vary strongly.

Let $p$ be the local oxygen pressure. Near the metal, suppose oxygen vacancies are compensated by electrons of concentration $n$. Forming a vacancy releases half an O$_2$ molecule and two electrons, so $[V_{\rm O}]n^2p^{1/2}$ is constant. Neutrality gives $n=2[V_{\rm O}]$, hence $[V_{\rm O}]\propto p^{-1/6}$. Near the gas, suppose aluminium vacancies are compensated by holes of concentration $h$. Incorporating $3/4$ of an O$_2$ molecule creates one vacancy and three holes, so $[V_{\rm Al}]h^3\propto p^{3/4}$. With $h=3[V_{\rm Al}]$, this gives $[V_{\rm Al}]\propto p^{3/16}$.

Since $p\propto e^{2u}$, extending each law across the scale gives

$$
a=a_g e^{3(u-U)/8},\qquad o=o_m e^{-u/3}.
$$

This extension assumes that the two regimes meet directly near the middle of the potential range, $u\approx U/2$, with no wide region between them in which the two kinds of vacancy compensate each other. In position this is not the middle of the scale. With fast electrons $dx/X=(a+o)\,du/K$, so for the constants below the meeting point lies near $x=0.2X$. The cation share rises from 10% to 90% within about 65 nm of a 5.5 µm scale, and local neutrality is assumed to hold even there. The parts where a defect is a minority then add little to its integral. Choose $a_g$ and $o_m$ to keep $K_{\rm Al}=0.12$ and $K_{\rm O}=0.03$ µm$^2$/h. A direct solution of the three current equations through this graded scale gives $K=0.150$, 0.042 and 0.030 µm$^2$/h for $b=1$, 0.1 and 0, in agreement with the additive law.

The local shares look entirely different. At the gas surface cations carry more than 99.9% of the ionic current, and at the metal oxygen carries more than 99.9%. Neither value reveals that $f_{\rm O}=0.20$. Nor does the untreated oxygen flux at the metal set the limit: it is nearly $K(1)/X$ in oxide-growth units, and full cation blocking lowers it to $K_{\rm O}/X$ at the same thickness. The rise in oxygen supply found above for uniform shares does not carry over to this interface flux.

The graded case makes a severe demand. Let $t_{\rm Al}=a/(a+o)$. Relative to net growth, oxide forms at the gas side in the amount $t_{\rm Al}(U)$ and at the metal side in the amount $1-t_{\rm Al}(0)$. The interior must supply the balance,

$$
1-t_{\rm Al}(U)-[1-t_{\rm Al}(0)]=t_{\rm Al}(0)-t_{\rm Al}(U)\approx-1 .
$$

Almost as much oxide must disappear inside as the scale gains overall. If the boundaries cannot remove it, stress or voids must enter the problem, and the additive law is no longer justified for this graded scale.

## When electrons are not fast

For fixed $e$, write $s_i=a+o$. The integrand $s_ie/(s_i+e)$ has derivative $e^2/(s_i+e)^2>0$ with respect to $s_i$. Blocking cations therefore cannot bring $K$ below its oxygen-only value $K(0)$. With slow electrons, however, $K(0)$ is smaller than $K_{\rm O}$, and the ratio $K(1)/K(0)$ need not equal $1/f_{\rm O}$.

For uniform coefficients,

$$
\frac{K(1)}{K(0)}=\left(1+\frac ao\right)\frac{e+o}{e+a+o},
$$

which is below $1+a/o$. If electronic conductivity is ten times the untreated ionic conductivity, the limit falls from 5 to 4.64. In the graded scale, the electrons may slow one ion's region more than the other's. With holes at 10 times the cation coefficient and electrons at 3 times the oxygen coefficient, the ratio is 5.80; exchanging the factors gives 4.30. In the first case electrons mainly restrict the oxygen-dominated region, so the blocked scale loses a larger fraction of its rate.

## Comparison with real scales

The example is set near the conditions of alumina-forming alloys with additions such as yttrium, zirconium or hafnium. A scale several micrometres thick after 100 h near 1200 °C is a reasonable rough size, and $K(1)=4.2\times10^{-17}$ m$^2$/s matches it. The oxygen share of 0.20 and the segregant coverages are assumptions, not properties assigned to a particular alloy. The limit of 5 also requires fast electrons, which is not assured in alumina. With uniform coefficients and an electronic conductivity equal to the untreated ionic conductivity, the limit would be 3. Real additions may change the electronic conduction, the oxygen path and the grain size as well. If they also halve oxygen transport, the limit rises from 5 to $0.15/0.015=10$. If the treated grains are 0.7 times as wide, boundary area rises by a factor of $1/0.7$ and the limit falls to 3.5.

Smaller corrections can be sized too. For grains 1 µm wide and boundaries 1 nm thick, the boundary area fraction is $2(0.001)/1=0.002$. If boundary diffusion is $10^5$ times faster than lattice diffusion for both ions, the lattice adds $1/(10^5\times0.002)=0.5\%$ to each untreated flux. Cations that bypass the blocked boundaries through the lattice reduce the limit to 4.90. This correction is small only for the assumed ratio; with $10^4$ the limit falls to 4.2. If full blocking begins only after 5 h, the final thickness is

$$
\sqrt{2[0.15(5)+0.03(95)]}=2.68\ \text{µm}
$$

instead of 2.45 µm. An initial oxide of 0.1 µm changes the blocked thickness by less than 0.01 µm. Cracking and spallation lie outside the model, so its limit concerns growth of an intact scale, not the whole service life of an alloy.

## Table of computed values

```
Temperature: 1473 K; time: 100 h
Oxygen pressure, gas: 0.2 bar
Oxygen pressure, metal side: 1e-26 bar
Potential rise U: 29.129 (dimensionless)
Oxygen potential rise: 3.697 eV per atom
Input K_Al: 0.120 um^2/h; K_O: 0.030 um^2/h
Untreated K: 0.150 um^2/h = 4.17e-17 m^2/s
Integrated oxygen share f_O: 0.200
Direct uniform K, open: 0.149999 um^2/h
Direct uniform K, blocked: 0.030000 um^2/h
Direct graded K, b=1.0: 0.149998 um^2/h
Direct graded K, b=0.1: 0.042000 um^2/h
Direct graded K, b=0.0: 0.030000 um^2/h
Greatest rate reduction: 5.000 times
Greatest thickness reduction: 2.236 times
Untreated thickness: 5.477 um
Fully cation-blocked thickness: 2.449 um
Oxygen-supplied oxide, untreated: 1.095 um
Oxygen-supplied oxide, blocked: 2.448 um
Rate reduction at b=0.50: 1.667 times
Rate reduction at b=0.10: 3.571 times
Rate reduction at b=0.01: 4.808 times
Lattice Green difference: 0.363380
Single-site blocking slope: 3.1387
Network: 50 x 50 sites, 12 samples per coverage
theta=0.05: b=0.849 +/- 0.001, K=0.1319 um^2/h, benefit=1.14, X=5.14 um
theta=0.10: b=0.705 +/- 0.002, K=0.1146 um^2/h, benefit=1.31, X=4.79 um
theta=0.20: b=0.433 +/- 0.004, K=0.0819 um^2/h, benefit=1.83, X=4.05 um
theta=0.30: b=0.195 +/- 0.005, K=0.0534 um^2/h, benefit=2.81, X=3.27 um
theta=0.60: b=0.000 +/- 0.000, K=0.0300 um^2/h, benefit=5.00, X=2.45 um
Cation vacancy pressure exponent: 0.18750
Oxygen vacancy pressure exponent: -0.16667
Graded cation share at gas: 0.999987
Graded oxygen share at metal: 0.999919
Interior oxide change / net growth: -0.999905
Electronic/ionic ratio 10 in untreated uniform scale: benefit 4.636
Graded hole/cation 10, electron/oxygen 3: benefit 5.800
Graded hole/cation 3, electron/oxygen 10: benefit 4.299
Grain size: 1.0 um; boundary width: 0.001 um
Boundary area fraction: 0.0020
Effective oxygen diffusivity: 2.86e-19 m^2/s
Oxygen boundary diffusivity: 1.43e-16 m^2/s
Boundary/lattice diffusivity ratio input: 1e+05
Lattice/boundary flux: 0.0050; benefit: 4.902
Treated/untreated grain size 0.7: benefit 3.500
Oxygen transport factor 0.5: limit 10.000
Initial oxide 0.1 um: blocked X=2.452 um
Blocking delayed 5 h: X=2.683 um
```
